# Bulk oxide charge from threshold voltages at three gate-oxide thicknesses

## Problem

Three n-channel transistors differ in the thickness $t$ of their gate oxide and in nothing else. The oxide has relative permittivity $\kappa=9$. Their threshold voltages, measured from gate to semiconductor, are

| $t$ (nm) | $V$ (V) |
|---|---|
| 10 | 1.20 |
| 20 | 0.70 |
| 30 | −0.01 |

Threshold is the gate voltage at which the channel holds a fixed small number of electrons per unit area, the same in all three devices.

(a) Assume that the oxide contains a uniform charge density. Find its sign and size.

(b) Find the sheet charge at and below the oxide/semiconductor interface, and the greatest thickness for which the device is normally off, that is, $V>0$.

(c) State what the data determine if the density is not uniform, and what else could produce the same thresholds.

(d) Find how errors in voltage, thickness and permittivity affect the density.

The algebra uses atomic units: $e=\hbar=m_e=4\pi\varepsilon_0=1$. The unit of potential is then 27.211 V and the unit of length 0.052918 nm. Charge densities are counted in elementary charges, positive for positive charge.

## First estimate by scaling

A layer of thickness $t$ and charge density $n$ holds a charge $nt$ per unit area, at a typical distance $t$ from the gate. A sheet charge at that distance changes the gate voltage by $4\pi/\kappa$ times charge times distance, so

$$|\Delta V|\sim\frac{4\pi n t^2}{\kappa},\qquad n\sim\frac{\kappa|\Delta V|}{4\pi t^2}.$$

Positive charge attracts electrons to the channel and lowers the threshold. The threshold does fall with thickness, so the sign should be positive. For the size, ascribe the whole fall of 1.21 V between the thinnest and thickest oxides to the bulk charge, and take $t=30$ nm. In atomic units $|\Delta V|=1.21/27.211=0.0445$ and $t=30/0.052918=567$, which gives

$$n\sim\frac{9\times0.0445}{4\pi\times567^2}\approx1.0\times10^{-7}\ \text{bohr}^{-3},$$

or about $7\times10^{17}$ cm$^{-3}$. The estimate neglects numerical factors and cannot separate bulk charge from positive interface charge, which also lowers the threshold as the oxide thickens.

## Exact solution of the model

**The potential across the oxide.** Let $y$ run from the semiconductor surface, $y=0$, to the gate, $y=t$. Inside the oxide Poisson's equation is

$$\phi''(y)=-\frac{4\pi}{\kappa}n(y).$$

Let $\sigma$ be all the charge per unit area at the interface and in the semiconductor. The field vanishes deep in the semiconductor, so Gauss's law gives $\kappa E(0^+)=4\pi\sigma$. Since $E=-\phi'$,

$$\phi'(0^+)=-\frac{4\pi\sigma}{\kappa}.$$

One integration of Poisson's equation gives

$$\phi'(y)=-\frac{4\pi\sigma}{\kappa}-\frac{4\pi}{\kappa}\int_0^y n(y')\,dy'.$$

In the second integration, a charge at $y'$ contributes for all $y$ between $y'$ and $t$, a length $t-y'$. Hence

$$\phi(t)-\phi(0)=-\frac{4\pi\sigma t}{\kappa}-\frac{4\pi}{\kappa}\int_0^t(t-y)\,n(y)\,dy .$$

The factor $t-y$ is the distance from the gate. Charge at the gate face therefore has no effect on the threshold.

**From potential to threshold.** The gate Fermi level lies at $-\phi(t)-\Phi$, where $\Phi$ is the gate work function. The semiconductor Fermi level lies at $-\phi(0)-\chi-\delta$, where $\chi$ is the electron affinity and $\delta$ the distance from the Fermi level up to the conduction band at the surface. The gate voltage is minus the difference of the two levels:

$$V=V_0+\phi(t)-\phi(0),\qquad V_0=\Phi-\chi-\delta .$$

For a given body, the number of channel electrons fixes the whole potential profile in the semiconductor. At threshold $\delta$ and the semiconductor charge are then independent of $t$. If the fixed interface charge is also independent of $t$, so are $V_0$ and $\sigma$.

For uniform $n$ the integral is $nt^2/2$, and

$$V(t)=V_0-\frac{4\pi\sigma}{\kappa}t-\frac{2\pi n}{\kappa}t^2\equiv V_0-at-bt^2 .$$

**The density.** Let the thicknesses be $t_2-h$, $t_2$ and $t_2+h$, and form $D=V_1-2V_2+V_3$. The constant cancels because $1-2+1=0$. The linear term cancels because $(t_2-h)-2t_2+(t_2+h)=0$. The quadratic term leaves $(t_2-h)^2-2t_2^2+(t_2+h)^2=2h^2$. Therefore

$$D=-2bh^2=-\frac{4\pi n h^2}{\kappa},\qquad \boxed{n=-\frac{\kappa D}{4\pi h^2}} .$$

Here $D=1.20-1.40-0.01=-0.21$ V, or $-7.717\times10^{-3}$ atomic units, and $h=188.97$ bohr:

$$n=\frac{9\times7.717\times10^{-3}}{4\pi\times188.97^2}=1.55\times10^{-7}\ \text{bohr}^{-3}.$$

This is $1.04\times10^{18}$ cm$^{-3}$, or $1.04\times10^{-6}$ Å$^{-3}$. The charge is positive because the curve of threshold against thickness bends downward.

**The sheet charge.** From $D=-2bh^2$, $b=0.21/(2\times10^2)=0.00105$ V/nm². The first two thresholds give

$$V_2-V_1=-ah-b(t_2^2-t_1^2):\qquad -0.50=-10a-300\times0.00105,$$

so $a=(0.50-0.315)/10=0.0185$ V/nm. With $\sigma=\kappa a/4\pi$ this is a net positive charge of $9.2\times10^{11}$ cm$^{-2}$. The first threshold then gives

$$V_0=1.20+10\times0.0185+100\times0.00105=1.49\ \text{V}.$$

**The normally-off limit.** The positive root of $V_0-at-bt^2=0$ is

$$t_{\rm off}=\frac{-a+\sqrt{a^2+4bV_0}}{2b}=\frac{-0.0185+0.0812}{0.0021}\approx29.9\ \text{nm}.$$

Without the bulk charge, but with the same $\sigma$ and $V_0$, the 30 nm device would have a threshold of 0.935 V. The bulk charge lowers it by $bt^2=0.945$ V, slightly more than this, which is why the device is just normally on.

## Comparison of the two

The estimate is 0.64 times the solution. Two errors of opposite sense account for the ratio. Of the 1.21 V fall, the bulk charge causes $b(30^2-10^2)=0.84$ V and the sheet charge $20a=0.37$ V. Ascribing everything to the bulk raises the estimate by $1.21/0.84=1.44$. On the other hand, the correct geometric factor for this fall is $2\pi(30^2-10^2)=4\pi\times400$ nm², whereas the estimate used $4\pi\times900$ nm². This lowers it by $900/400=2.25$, and $1.44/2.25=0.64$.

The two contributions to $V$ are equal when $at=bt^2$, at

$$t_*=\frac ab=\frac{2\sigma}{n}\approx17.6\ \text{nm}.$$

For $t\ll t_*$ the threshold is nearly linear in thickness and says little about the bulk. For $t\gg t_*$ the bulk charge dominates and scaling errs mainly through its numerical factors. The three oxides straddle $t_*$, so the separation of the terms matters here.

## If the density is not uniform

Suppose that thickening the oxide adds material at the gate side and leaves the profile $n(y)$ below unchanged. The contribution of charge at $y$ is proportional to $t-y$ when $y<t$ and is zero otherwise. Its second difference is:

- for $y<t_1$: $(t_3-y)-2(t_2-y)+(t_1-y)=0$;
- for $t_1<y<t_2$: $(t_3-y)-2(t_2-y)=h-(t_2-y)$;
- for $t_2<y<t_3$: $t_3-y=h-(y-t_2)$.

All three are covered by a triangular weight, whose area is $h^2$. The boxed formula therefore returns the weighted mean

$$\bar n=\frac1{h^2}\int_{t_1}^{t_3}\bigl(h-|y-t_2|\bigr)n(y)\,dy .$$

It describes the oxide between 10 and 30 nm from the semiconductor, with most weight at 20 nm. Charge in the first 10 nm affects $a$ and $V_0$ but not $D$. Charge bound to the gate face, at a fixed distance from it and within 10 nm, shifts all three thresholds equally and also leaves $D$ unchanged.

This was tested with $n(y)=n[0.6+0.5\sin(y/60)+y/900]$, $y$ in bohr. Thresholds obtained by numerical integration of Poisson's equation gave an extracted density of $1.023\,n$, equal to the weighted mean.

There is a more serious ambiguity. Let the bulk be neutral and let the interface charge grow with thickness as $\sigma+nt/2$. Its contribution is

$$-\frac{4\pi}{\kappa}\left(\sigma+\frac{nt}{2}\right)t=-at-bt^2,$$

identical to that of uniform bulk charge. A growth of $5.2\times10^{11}$ cm$^{-2}$ for each 10 nm suffices, and could arise if a longer deposition alters the interface. A fourth oxide of 40 nm should have $V=-0.93$ V in either case. Errors of up to 0.3 nm in the first three thicknesses would spread this prediction from about −1.08 to −0.80 V, so the fourth oxide tests the quadratic law only to that accuracy. It could not locate the charge. Thinning one thick oxide by etching would separate the two cases, provided that the etch changes neither the interface nor the remaining oxide.

## Accuracy of the density

**Voltage.** If each threshold is uncertain by $\delta V$, then $D$ is uncertain by at most $(1+2+1)\delta V$. For rounding to 0.01 V, $\delta V=0.005$ V, and the relative error of $n$ is at most $0.02/0.21\approx10\%$. The range is $0.95$ to $1.14\times10^{18}$ cm$^{-3}$.

**Thickness.** A thickness error $\delta t$ acts like a voltage error $|dV/dt|\,\delta t=(a+2bt)\delta t$. The slopes at 10, 20 and 30 nm are 0.0395, 0.0605 and 0.0815 V/nm. For independent errors of up to 0.3 nm, the greatest change of $D$ is, to first order,

$$0.3\,(0.0395+2\times0.0605+0.0815)\approx0.073\ \text{V},$$

or 35% of $|D|$. Recalculation with the altered thicknesses gives $0.69$ to $1.41\times10^{18}$ cm$^{-3}$. If the middle oxide were really 18.3 nm thick, the three points would lie on a straight line and the inferred bulk charge would vanish.

A common offset is harmless for $n$. Replacing $t$ by $t+\delta$ leaves $b$ unchanged and replaces $a$ by $a-2b\delta$, so $\sigma$ becomes $\sigma-n\delta$. For $\delta=1$ nm, $\sigma$ falls by $1.0\times10^{11}$ cm$^{-2}$. Independent errors matter much more: with up to 0.3 nm in each thickness, $\sigma$ can lie anywhere from $0.2$ to $1.6\times10^{12}$ cm$^{-2}$, and $V_0$ from 1.38 to 1.61 V.

**Permittivity.** The density is proportional to $\kappa$. Values of 8 and 10 give $0.93$ and $1.16\times10^{18}$ cm$^{-3}$.

**Discrete charges.** The mean spacing $n^{-1/3}$ is 9.9 nm, comparable with the oxide thickness, so the surface potential is uneven. Consider first the bulk charges alone, placed independently at random, with equal permittivities in oxide and semiconductor and no screening by the channel. With its image in the gate, a charge at height $y$ produces at lateral distance $r$ the surface potential

$$\phi_1=\frac1\kappa\left[\frac1{\sqrt{r^2+y^2}}-\frac1{\sqrt{r^2+(2t-y)^2}}\right].$$

For independent charges the variance is $n\int\phi_1^2\,d^3r$. Put $s=r^2$, $p=y$, $q=2t-y$, so that the area element is $\pi\,ds$. The lateral integral is

$$\pi\int_0^\infty\!\left[\frac1{s+p^2}+\frac1{s+q^2}-\frac2{\sqrt{(s+p^2)(s+q^2)}}\right]ds=2\pi\ln\frac{(p+q)^2}{4pq},$$

where the last term was integrated with $\int ds/\sqrt{(s+p^2)(s+q^2)}=2\ln(\sqrt{s+p^2}+\sqrt{s+q^2})$. Since $p+q=2t$, setting $u=y/t$ gives

$$\langle\delta\phi^2\rangle=\frac{2\pi nt}{\kappa^2}\int_0^1[-\ln u-\ln(2-u)]\,du=\frac{2\pi nt}{\kappa^2}(2-2\ln2).$$

The root-mean-square values due to the bulk charges are 32, 45 and 56 mV for the three oxides. A threshold shift proportional to this variance would be linear in $t$ and would not alter $D$. One equal to the root-mean-square value would alter it by about 3 mV, or 1.5%.

Interface charges, if also random, lie closer to the channel and can matter more. For a channel at depth $z$ below the interface, the same lateral integral applies to them with $p=z$ and $q=2t+z$. With $2.7\times10^{12}$ charges per cm² and $z=1$ nm, they alone give 87, 102 and 109 mV. Their variance is not linear in $t$. A threshold shift equal to the total variance (interface plus bulk charges, both evaluated at depth $z$) divided by twice the thermal voltage (0.026 V at 300 K) would change $D$ by about 20 mV, or 9%. The result depends on the depth: for $z=2.8$ nm, about the mean depth of confined electrons at threshold in the gallium nitride device below if the interface is a hard wall (about 2.4 nm for a finite barrier), the interface charges give 64, 80 and 89 mV, and $D$ changes by about 13 mV, or 6%. Which law applies depends on how current finds its way through the uneven channel, which is not treated here.

## A complete device and the real case

The assumption that the semiconductor state is common to all three oxides was tested on a model gallium nitride transistor with a p-type body of $10^{17}$ acceptors per cm³. Poisson's equation was solved through oxide and body, with classical carrier statistics. The bulk density found above and a fixed interface charge of $2.70\times10^{12}$ cm$^{-2}$ were put in, and threshold was set at $10^{10}$ electrons per cm². At 300 K, on a 0.25 nm mesh, the thresholds were 1.135, 0.633 and −0.079 V; the mesh error is below 1 mV. Their second difference is again −0.21 V, and the extraction returned the density put in. It also gave $\sigma=9.3\times10^{11}$ cm$^{-2}$, the sum of the fixed charge and the semiconductor's $-1.77\times10^{12}$ cm$^{-2}$. Thus $\sigma$ is a net charge, smaller here than the fixed interface charge. At 423 K, with the gap and oxide charge held fixed, the thresholds fell by 0.07 to 0.09 V while the extracted density did not change. The model ignores quantum confinement of the electrons and takes all acceptors as ionised. With a hard wall at the interface, confinement would raise the thresholds by 0.08 to 0.09 V at 300 K and by 0.07 to 0.08 V at 423 K, slightly more for thicker oxides because the depletion charge also grows. If the wave function enters a 2.1 eV barrier with mass 0.3, these shifts are about 0.015 V smaller. Incomplete ionisation, for an acceptor level 0.2 eV above the valence band with degeneracy 4, would lower them in proportion to thickness, by about 11 mV at 30 nm and 300 K. Both shifts are linear in thickness, so neither changes $D$.

The numbers are in the regime of aluminium oxide on gallium nitride, for which $\kappa\approx9$ is a rough typical value. The fitted $V_0$ is high: with $\delta\approx0.07$ eV, as in the classical model device, it requires a gate work function about 1.56 eV above the affinity, or 1.48 to 1.50 eV if confinement is included, whereas nickel lies roughly 1 eV above it. Lowering $V_0$ by 0.5 V, with $n$ and $\sigma$ unchanged, would reduce $t_{\rm off}$ to about 23 nm; the extracted density would stay the same. Real oxides also break the assumption of fixed charge, because traps can capture electrons during a sweep. If the 30 nm device alone captured $10^{11}$ electrons per cm² at the interface, its threshold would rise by $30\times0.0185/9.2\approx0.06$ V, and the inferred $n$ would fall by 29%.

A sweep kept near threshold limits the oxide field. The largest field at threshold, beside the gate of the 30 nm device, is $a+2bt=0.0815$ V/nm, about 0.8 MV/cm. At 6 V on the 10 nm oxide, with the surface potential held at its threshold value, the interface field is $(6-1.20)/10-0.0185\approx0.46$ V/nm, or 4.6 MV/cm. The surface potential in fact rises as the channel fills, so this is an overestimate. It is below a rough breakdown field of 8 MV/cm. For a rough barrier of 2.1 eV and tunnelling mass of 0.3 electron masses, however, the semiclassical exponent of the tunnelling probability for electrons at the conduction-band edge falls from 84 at threshold to 25 at this field. This exponent is $2\int\sqrt{2m(U-E)}\,dy$ in atomic units, taken over the part of the oxide where the barrier energy $U$ exceeds the electron energy $E$, with $m$ the tunnelling mass. In a filled, confined channel the field is lower, about 0.37 V/nm, but the lowest electron level lies roughly 0.66 eV above the band edge, and the exponent becomes about 17. (This estimate uses an electron mass of 0.2 and a hard wall at the interface. If the wave function enters the 2.1 eV barrier, the level lies nearer 0.5 eV, the field is about 0.39 V/nm and the exponent about 19.) Tunnelling is then far less suppressed, though the amount of charge trapped is not predicted by this exponent. The numerical output below lists the values used for the classical device and for tunnelling at the band edge; the estimates for confinement, incomplete ionisation and the filled channel are separate from it.

## Computed results

```
Oxide thicknesses (nm): [10. 20. 30.]
Thresholds (V): [ 1.2   0.7  -0.01]
Oxide permittivity: 9.0
Second difference: -0.210 V
Bulk density n: 1.5478e-07 bohr^-3
Bulk density n: 1.044e+18 cm^-3
Bulk density n: 1.044e-06 angstrom^-3
Net sheet density sigma: 9.201e+11 cm^-2
Zero-thickness threshold V0: 1.490 V
Linear coefficient: 0.01850 V/nm
Quadratic coefficient: 0.001050 V/nm^2
Thresholds from integration (V): [ 1.2   0.7  -0.01]
Normally-off thickness limit: 29.88 nm
Predicted threshold at 40 nm: -0.930 V
Threshold at 30 nm with n = 0: 0.935 V
Mimicking sheet growth per 10 nm: 5.22e+11 cm^-2
Uneven test profile, weighted mean / n: 1.0231
Reading error assumed: 0.005 V
n range, reading: 9.45e+17 to 1.14e+18 cm^-3
Independent thickness error assumed: 0.3 nm
n range, thickness: 6.86e+17 to 1.41e+18 cm^-3
Middle thickness for a straight line: 18.26 nm
Sigma drop for common +1 nm offset: 1.04e+11 cm^-2
n if permittivity is 8: 9.28e+17 cm^-3
n if permittivity is 10: 1.16e+18 cm^-3
Mean charge spacing n^(-1/3): 9.86 nm
Rms surface potential, 10/20/30 nm (mV): [32.1 45.4 55.6]
Second difference of rms potential: -3.09 mV
Device body: acceptors 1.0e+17 cm^-3, permittivity 8.9
Device gap 3.4 eV; work function less affinity 1.5 eV
Device masses: electron 0.2, hole 1.5 m_e
Device fixed interface charge: 2.70e+12 cm^-2
Device channel density at threshold: 1.0e+10 cm^-2
Device thresholds at 300 K (V): [ 1.135  0.633 -0.079]
  extracted n: 1.044e+18 cm^-3
  extracted sigma: 9.316e+11 cm^-2; V0: 1.428 V
  semiconductor charge: -1.768e+12 cm^-2
  surface electron density / band density: 0.061
Device thresholds at 423 K (V): [ 1.065  0.553 -0.168]
  extracted n: 1.044e+18 cm^-3
  extracted sigma: 9.759e+11 cm^-2; V0: 1.366 V
  semiconductor charge: -1.724e+12 cm^-2
  surface electron density / band density: 0.025
Largest oxide field, 30 nm at threshold: 0.81 MV/cm
Gate drive considered on 10 nm: 6.0 V
Interface oxide field at that drive: 4.61 MV/cm
Rough breakdown field: 8 MV/cm
Tunnel barrier 2.1 eV, tunnel mass 0.3 m_e (rough)
Tunnelling exponent, 10 nm at threshold: 83.7
Tunnelling exponent, 10 nm at gate drive: 24.9
```
